**Kane band: velocity and density of states against a diagonalized four-state model**

For a spherical band with $E(1+\alpha E)=\hbar^2k^2/(2m)$, the program tests $v=\sqrt{2E(1+\alpha E)/m}/(1+2\alpha E)$ and $g=(2m/\hbar^2)^{3/2}\sqrt{E(1+\alpha E)}(1+2\alpha E)/(2\pi^2)$. Here $E$ is the energy above the band edge, $k$ the wavevector, $m$ the edge mass, $\alpha$ the nonparabolicity, and $g$ includes both spins. The program asserts that the closed dispersion matches the top eigenvalue of the four-state Hamiltonian at 40 random wavevectors, and that finite-difference velocities match the formula at four energies. It also asserts that state counts in a periodic cube agree with $g$ within 1% at three energies, and with the filled-band density within 0.5%. At $\alpha E=0.001$ the numerical band gives relative corrections, divided by $\alpha E$, of −1.4971 for $v$ and 2.5009 for $g$ at fixed energy, close to the limiting values −3/2 and 5/2. At fixed wavevector the velocity correction is −1.9960, close to −2. Far above the edge, at $\alpha E=100$, the numerical velocity agrees with the model's limit $1/\sqrt{2m\alpha}$, which is $1.186\times10^6$ m/s for the chosen parameters.

## Check in Python

```python
"""Group velocity and 3D density of states of a spherical Kane band.

Result under test, with E measured from the conduction-band edge:
    E (1 + alpha E) = hbar^2 k^2 / (2 m)
    v(E) = sqrt(2 E (1 + alpha E) / m) / (1 + 2 alpha E)
    g(E) = (2 m / hbar^2)^(3/2) sqrt(E (1 + alpha E))
           * (1 + 2 alpha E) / (2 pi^2), both spins included.
m: band-edge mass; alpha: nonparabolicity; k: wavevector.
The reference is a four-state k.p Hamiltonian (one s, three p states),
without spin-orbit coupling or the free-electron kinetic term.
Its gap is Eg, its coupling is P, and alpha = 1/Eg.
Internal units: eV and nm; velocities are converted to m/s.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

mass_ratio = 0.05
gap = 0.8
alpha = 1.0 / gap
mass = mass_ratio * const.m_e
kinetic = const.hbar**2 / (2 * mass) / const.e * 1e18  # eV nm^2
coupling = np.sqrt(gap * kinetic)                     # eV nm
hbar_ev = const.hbar / const.e                       # eV s
to_velocity = 1e-9 / hbar_ev                         # eV nm to m/s
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14.0)


def top_energy(k_vectors):
    """Highest eigenvalue of the k.p matrix for one or many k vectors."""
    k_vectors = np.asarray(k_vectors, dtype=float)
    h = np.zeros(k_vectors.shape[:-1] + (4, 4), dtype=complex)
    for i in range(3):
        h[..., i + 1, i + 1] = -gap
        h[..., 0, i + 1] = 1j * coupling * k_vectors[..., i]
        h[..., i + 1, 0] = -1j * coupling * k_vectors[..., i]
    return np.linalg.eigvalsh(h)[..., -1]


def numerical_k(energy):
    """Wavevector length at which the diagonalized band has this energy."""
    return brentq(lambda k: top_energy(k * direction) - energy,
                  0.0, 1000.0, xtol=1e-14, rtol=1e-14)


def numerical_gradient(k):
    """Central-difference gradient of the diagonalized band, in eV nm."""
    step = 1e-4 * k
    center = k * direction
    return np.array([(top_energy(center + step * axis)
                      - top_energy(center - step * axis)) / (2 * step)
                     for axis in np.eye(3)])


def kane_velocity(energy):
    energy_joule = energy * const.e
    return (np.sqrt(2 * energy_joule * (1 + alpha * energy) / mass)
            / (1 + 2 * alpha * energy))


def parabolic_velocity(energy):
    return np.sqrt(2 * energy * const.e / mass)


dos_prefactor = kinetic**-1.5 / (2 * np.pi**2)  # eV^-3/2 nm^-3


def kane_dos(energy):
    return (dos_prefactor * np.sqrt(energy * (1 + alpha * energy))
            * (1 + 2 * alpha * energy))


def parabolic_dos(energy):
    return dos_prefactor * np.sqrt(energy)


# Dispersion and isotropy: diagonalization in several random directions.
rng = np.random.default_rng(4)
test_k = rng.normal(size=(40, 3))
gamma = kinetic * np.sum(test_k**2, axis=1)
closed_energy = (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)
dispersion_error = np.max(np.abs(top_energy(test_k) - closed_energy))
assert dispersion_error < 1e-12

print(f"mass / free-electron mass = {mass_ratio:.3f}")
print(f"gap Eg = {gap:.3f} eV")
print(f"alpha = {alpha:.3f} eV^-1")
print(f"hbar^2/(2m) = {kinetic:.5f} eV nm^2")
print(f"coupling P = {coupling:.5f} eV nm")
print(f"DOS prefactor = {dos_prefactor * 1e21:.4e} eV^-3/2 cm^-3")
print(f"largest dispersion error = {dispersion_error:.1e} eV")

# Velocity: numerical gradient at a k found from the numerical band.
for energy in (0.01, 0.1, 0.2, 0.4):
    k = numerical_k(energy)
    velocity_vector = numerical_gradient(k) * to_velocity
    v = kane_velocity(energy)
    assert np.linalg.norm(velocity_vector - v * direction) < 1e-6 * v
    vp = parabolic_velocity(energy)
    g, gp = kane_dos(energy), parabolic_dos(energy)
    print(f"E = {energy:.2f} eV: alpha E = {alpha * energy:.4f}, "
          f"k = {k:.5f} nm^-1")
    print(f"  v Kane = {v:.4e} m/s, parabolic = {vp:.4e} m/s")
    print(f"  g Kane = {g * 1e21:.4e} eV^-1 cm^-3")
    print(f"  g parabolic = {gp * 1e21:.4e} eV^-1 cm^-3")
    print(f"  Kane/parabolic: v {v / vp:.4f}, g {g / gp:.4f}")

# Density of states: count allowed wavevectors in a periodic cube.
box = 800.0
n_max = 120
squares = np.arange(-n_max, n_max + 1)**2
norms = (squares[:, None, None] + squares[None, :, None]
         + squares[None, None, :]).ravel()
multiplicity = np.bincount(norms)[:n_max**2 + 1]
lengths = 2 * np.pi * np.sqrt(np.arange(n_max**2 + 1)) / box
lattice_energy = top_energy(lengths[:, None] * direction)
width = 0.02
assert lattice_energy[-1] > 0.4 + width / 2  # all counted shells complete
print(f"counting: cube side = {box:.0f} nm, window = {width:.2f} eV")
for energy in (0.1, 0.2, 0.4):
    inside = np.abs(lattice_energy - energy) < width / 2
    counted = 2 * multiplicity[inside].sum() / (box**3 * width)
    # One percent covers lattice-edge noise and the finite energy window.
    assert abs(counted / kane_dos(energy) - 1) < 0.01
    print(f"counted g({energy:.1f} eV) = {counted * 1e21:.4e} eV^-1 cm^-3")

# Density of a band filled to a given energy at zero temperature.
fermi = 0.2
density = (fermi * (1 + alpha * fermi) / kinetic)**1.5 / (3 * np.pi**2)
density_parabolic = (fermi / kinetic)**1.5 / (3 * np.pi**2)
counted_density = 2 * multiplicity[lattice_energy < fermi].sum() / box**3
assert abs(counted_density / density - 1) < 0.005
print(f"filled to {fermi:.1f} eV: n = {density * 1e21:.4e} cm^-3")
print(f"  counted n = {counted_density * 1e21:.4e} cm^-3")
print(f"  parabolic n = {density_parabolic * 1e21:.4e} cm^-3")

# First corrections to the parabolic limit, from the numerical band only.
small = 1e-3
energy = small / alpha
k = numerical_k(energy)
slope = np.linalg.norm(numerical_gradient(k))
v_coefficient = (slope * to_velocity / parabolic_velocity(energy) - 1) / small
g_numerical = k**2 / (np.pi**2 * slope)
g_coefficient = (g_numerical / parabolic_dos(energy) - 1) / small
fixed_k_coefficient = (slope / (2 * kinetic * k) - 1) / small
# Tolerances allow for the next power of alpha E.
assert abs(v_coefficient + 1.5) < 0.005
assert abs(g_coefficient - 2.5) < 0.005
assert abs(fixed_k_coefficient + 2.0) < 0.01
print(f"small-energy test at alpha E = {small:.3f} (dimensionless)")
print(f"  v correction/(alpha E), fixed E = {v_coefficient:.4f}")
print(f"  g correction/(alpha E), fixed E = {g_coefficient:.4f}")
print(f"  v correction/(alpha E), fixed k = {fixed_k_coefficient:.4f}")

# Saturation velocity of the model, checked far above the edge.
saturation = np.sqrt(const.e / (2 * mass * alpha))
large = 100.0
far_velocity = (np.linalg.norm(numerical_gradient(numerical_k(large / alpha)))
                * to_velocity)
assert abs(far_velocity / saturation - 1) < 1e-4
print(f"model saturation velocity = {saturation:.4e} m/s")
print(f"numerical v at alpha E = {large:.0f}: {far_velocity:.4e} m/s")

print("success")
```

Printed output:

```
mass / free-electron mass = 0.050
gap Eg = 0.800 eV
alpha = 1.250 eV^-1
hbar^2/(2m) = 0.76200 eV nm^2
coupling P = 0.78077 eV nm
DOS prefactor = 7.6162e+19 eV^-3/2 cm^-3
largest dispersion error = 6.7e-16 eV
E = 0.01 eV: alpha E = 0.0125, k = 0.11527 nm^-1
  v Kane = 2.6038e+05 m/s, parabolic = 2.6524e+05 m/s
  g Kane = 7.8553e+18 eV^-1 cm^-3
  g parabolic = 7.6162e+18 eV^-1 cm^-3
  Kane/parabolic: v 0.9817, g 1.0314
E = 0.10 eV: alpha E = 0.1250, k = 0.38424 nm^-1
  v Kane = 7.1172e+05 m/s, parabolic = 8.3877e+05 m/s
  g Kane = 3.1932e+19 eV^-1 cm^-3
  g parabolic = 2.4085e+19 eV^-1 cm^-3
  Kane/parabolic: v 0.8485, g 1.3258
E = 0.20 eV: alpha E = 0.2500, k = 0.57279 nm^-1
  v Kane = 8.8414e+05 m/s, parabolic = 1.1862e+06 m/s
  g Kane = 5.7122e+19 eV^-1 cm^-3
  g parabolic = 3.4061e+19 eV^-1 cm^-3
  Kane/parabolic: v 0.7454, g 1.6771
E = 0.40 eV: alpha E = 0.5000, k = 0.88736 nm^-1
  v Kane = 1.0273e+06 m/s, parabolic = 1.6775e+06 m/s
  g Kane = 1.1799e+20 eV^-1 cm^-3
  g parabolic = 4.8169e+19 eV^-1 cm^-3
  Kane/parabolic: v 0.6124, g 2.4495
counting: cube side = 800 nm, window = 0.02 eV
counted g(0.1 eV) = 3.1937e+19 eV^-1 cm^-3
counted g(0.2 eV) = 5.6929e+19 eV^-1 cm^-3
counted g(0.4 eV) = 1.1779e+20 eV^-1 cm^-3
filled to 0.2 eV: n = 6.3469e+18 cm^-3
  counted n = 6.3458e+18 cm^-3
  parabolic n = 4.5415e+18 cm^-3
small-energy test at alpha E = 0.001 (dimensionless)
  v correction/(alpha E), fixed E = -1.4971
  g correction/(alpha E), fixed E = 2.5009
  v correction/(alpha E), fixed k = -1.9960
model saturation velocity = 1.1862e+06 m/s
numerical v at alpha E = 100: 1.1862e+06 m/s
success
```
